# Kinetic balance and the nonrelativistic limit of the matrix Dirac equation

One electron of mass $m$ moves in a fixed potential $V(\mathbf r)$. With the rest energy subtracted, the Dirac equation for the large and small components is

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=\varepsilon\psi_L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2mc^2)\psi_S=\varepsilon\psi_S .$$

The two components are expanded in separate finite bases of two-component functions, $\psi_L=\sum_\mu a_\mu\chi_\mu$ with $N_L$ functions and $\psi_S=\sum_k b_k\eta_k$ with $N_S$ functions. The functions and their first derivatives are square integrable, $V$ has finite matrix elements, and both bases stay fixed while $c$ grows. Each basis is taken orthonormal. This costs no generality, because orthonormalization recombines functions within each space and leaves the spaces unchanged.

The problem asks which kinetic energy survives when $c\to\infty$, and when it is the right one.

## (a) Eliminating the small component

**Write the matrix equation and eliminate $b$. For which energies is this allowed?**

**Solution.** Project the first equation on $\chi_\mu$ and the second on $\eta_k$. Define

$$\Pi_{\mu k}=\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf p|\eta_k\rangle .$$

Integration by parts has no surface term for these functions, so $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian between them and $\langle\eta_k|\boldsymbol\sigma\cdot\mathbf p|\chi_\mu\rangle=(\Pi^\dagger)_{k\mu}$. Hence

$$V_{LL}a+c\,\Pi b=\varepsilon a,\qquad c\,\Pi^\dagger a+(V_{SS}-2mc^2)b=\varepsilon b .$$

The second equation reads $D(\varepsilon)b=c\,\Pi^\dagger a$, with

$$D(\varepsilon)=2mc^2+\varepsilon-V_{SS}.$$

If $\varepsilon+2mc^2$ exceeds the largest eigenvalue of $V_{SS}$, then $D$ is positive definite and can be inverted:

$$b=c\,D^{-1}\Pi^\dagger a,\qquad H(\varepsilon)a=\varepsilon a,\qquad H(\varepsilon)=V_{LL}+c^2\,\Pi D(\varepsilon)^{-1}\Pi^\dagger .$$

No solution in this energy range is lost: $a=0$ would give $Db=0$, and so $b=0$.

## (b) Which roots stay finite, and where do they go?

**Count the roots that stay bounded as $c\to\infty$, find the matrix that determines their limits, and bound the error at finite $c$.**

**Solution.** Consider energies $\varepsilon\ge -mc^2$. For large $c$, $D$ is positive definite throughout this range. Since $dD/d\varepsilon=1$, we have $dD^{-1}/d\varepsilon=-D^{-2}$, and

$$\frac{dH}{d\varepsilon}=-c^2\,\Pi D^{-2}\Pi^\dagger\le 0 .$$

The ordered eigenvalues $\lambda_j(\varepsilon)$ of $H(\varepsilon)$ therefore never increase with $\varepsilon$, and $\lambda_j(\varepsilon)-\varepsilon$ strictly decreases. At $\varepsilon=-mc^2$ this difference is positive for large $c$: the second term of $H$ is nonnegative, so $\lambda_j$ is at least the lowest eigenvalue of $V_{LL}$, which does not depend on $c$. For $\varepsilon\to\infty$ the difference tends to $-\infty$. Each $\lambda_j$ thus meets the line $\varepsilon$ once, which gives $N_L$ roots above $-mc^2$, counted with multiplicity. The other $N_S$ roots lie below $-mc^2$ and go to $-\infty$.

The upper roots are bounded. From below they are limited by the lowest eigenvalue of $V_{LL}$. From above, a positive root obeys $\varepsilon_j=\lambda_j(\varepsilon_j)\le\lambda_j(0)$, and $\lambda_j(0)$ has a finite limit, as follows from

$$c^2D^{-1}=\frac1{2m}(1-X)^{-1},\qquad X=\frac{V_{SS}-\varepsilon}{2mc^2}.$$

At bounded $\varepsilon$, $X\to0$, so that

$$H(\varepsilon)\to V_{LL}+T_S,\qquad T_S=\frac{\Pi\Pi^\dagger}{2m}.$$

For the error, let $x=(\|V_{SS}\|+|\varepsilon_j|)/2mc^2<1$. The geometric series gives $\|(1-X)^{-1}-1\|\le x+x^2+\dots=x/(1-x)$. For a unit vector $a$,

$$\left|a^\dagger\,[H(\varepsilon_j)-V_{LL}-T_S]\,a\right|\le\frac{\|\Pi^\dagger a\|^2}{2m}\,\frac{x}{1-x}\le\|T_S\|\frac{x}{1-x}.$$

By the min-max principle, ordered eigenvalues move by no more than the norm of the change in the matrix. Each upper root therefore lies within $\|T_S\|\,x/(1-x)$ of its limit. When the small basis can represent $\boldsymbol\sigma\cdot\mathbf p$ of very tight large functions, $\|T_S\|$ is large, and the bound becomes useful only at larger $c$. Holding the bases fixed keeps $\|T_S\|$ and $\|V_{SS}\|$ independent of $c$, so that the bound falls as $1/c^2$.

## (c) The operator behind the matrix

**Express $T_S$ through an operator acting on the large basis. What is the limiting small component?**

**Solution.** Insert the definition of $\Pi$:

$$(T_S)_{\mu\nu}=\frac1{2m}\sum_k\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf p|\eta_k\rangle\langle\eta_k|\boldsymbol\sigma\cdot\mathbf p|\chi_\nu\rangle
=\frac1{2m}\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf p\,P_S\,\boldsymbol\sigma\cdot\mathbf p|\chi_\nu\rangle,$$

where $P_S=\sum_k|\eta_k\rangle\langle\eta_k|$ is the orthogonal projector on the small space. For a small basis with overlap matrix $S$, the projector is $\sum_{kl}|\eta_k\rangle(S^{-1})_{kl}\langle\eta_l|$ and $T_S=\Pi S^{-1}\Pi^\dagger/2m$.

To leading order $D^{-1}=1/2mc^2$, so $b=\Pi^\dagger a/2mc$ and

$$\psi_S=\sum_k\eta_kb_k=\frac{1}{2mc}\,P_S\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L .$$

The small component vanishes as $1/c$, but the coupling carries a factor $c$. Their product is the kinetic energy, so a defect in the shape of $\psi_S$ survives the limit.

## (d) When is the kinetic energy right?

**Compare $T_S$ with the Schrödinger kinetic matrix $T$ in the same large basis. Give the condition for equality and the effect on the eigenvalues if it fails.**

**Solution.** From $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$ and the commuting of $p_i$ with $p_j$, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. Hence $T_{\mu\nu}=\langle\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu|\boldsymbol\sigma\cdot\mathbf p\,\chi_\nu\rangle/2m$. Subtract $T_S$ and use $1-P_S=(1-P_S)^2$:

$$(T-T_S)_{\mu\nu}=\frac1{2m}\big\langle(1-P_S)\,\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu\big|(1-P_S)\,\boldsymbol\sigma\cdot\mathbf p\,\chi_\nu\big\rangle .$$

This is a matrix of inner products and has no negative eigenvalue. If every $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu$ lies in the small space, it is zero. Conversely, if it is zero, its diagonal elements $\|(1-P_S)\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu\|^2/2m$ vanish, so every $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu$ lies in the small space. Therefore

$$T_S=T\quad\Longleftrightarrow\quad \boldsymbol\sigma\cdot\mathbf p\,\chi_\mu\in\mathrm{span}\{\eta_k\}\ \text{for all }\mu .$$

This condition is kinetic balance. It makes the limit equal to the Schrödinger equation in the given large basis; the incompleteness of that basis remains.

Without balance, $T_S\le T$, and the min-max principle places every limiting eigenvalue at or below its Schrödinger partner. Let $\psi_0$ be the Schrödinger ground state in the large basis, with energy $\varepsilon_0$. Used as a trial function for $V_{LL}+T_S$, it gives

$$\varepsilon_0^{\rm lim}\le\varepsilon_0-\langle\psi_0|T-T_S|\psi_0\rangle .$$

The loss in $\psi_0$ is thus a least value for the fall of the lowest eigenvalue, not an estimate of it. The fall is at most the largest eigenvalue of $T-T_S$.

Equality of the matrices is a stronger demand than one correct level. If $\boldsymbol\sigma\cdot\mathbf p\,\psi_0$ alone lies in the small space, then $T_S\psi_0=T\psi_0$ as matrix and vector, and $\varepsilon_0$ remains in the limiting spectrum. Other states may still fall below it.

## (e) Balanced Gaussians and the first correction

**Which small functions balance Gaussian $s$ and $p$ functions? Does a larger balanced set change the $1/c^2$ correction?**

**Solution.** For a Gaussian of exponent $\alpha$ centred at the origin,

$$\partial_i e^{-\alpha r^2}=-2\alpha x_i e^{-\alpha r^2},\qquad
\partial_i\big(x_je^{-\alpha r^2}\big)=(\delta_{ij}-2\alpha x_ix_j)e^{-\alpha r^2}.$$

The derivatives of an $s$ function are $p$ functions of the same exponent. The derivatives of the three $p$ functions of a shell are spanned by the $s$ function and the six Cartesian $d$ functions of the same exponent. Taking all of these separately, with both spins, gives unrestricted balance. Taking just the combinations $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu$ gives restricted balance. These are $N_L$ independent functions, since $\boldsymbol\sigma\cdot\mathbf p\,\chi=0$ would imply $\langle p^2\rangle=0$ and hence $\chi=0$.

Expand $(1-X)^{-1}=1+X+\dots$ in part (b). In the first-order term $\varepsilon$ may be replaced by its limit $\varepsilon_0$, as the difference is itself of order $1/c^2$. First-order perturbation theory gives

$$\varepsilon=\varepsilon_0+\frac{a^\dagger\Pi(V_{SS}-\varepsilon_0)\Pi^\dagger a}{4m^2c^2}+O(c^{-4}).$$

This holds for a nondegenerate level. It also holds for a pair related by time reversal if the small space is invariant under time reversal, because the correction is then the same for both members. With balance, $\Pi^\dagger a$ holds the full expansion coefficients of $\boldsymbol\sigma\cdot\mathbf p\,\psi_0$, and

$$\varepsilon-\varepsilon_0=\frac{\langle\boldsymbol\sigma\cdot\mathbf p\,\psi_0|V-\varepsilon_0|\boldsymbol\sigma\cdot\mathbf p\,\psi_0\rangle}{4m^2c^2}+O(c^{-4}).$$

The small basis no longer appears. Restricted and unrestricted balance therefore share both the limit and the first correction.

## (f) A spin dependence that should not be there

**Suppose $P_S$ acts alike on both spin components but is incomplete. Can $T_S$ depend on spin? Examine an orbital $\pi_+=(x+iy)f(\rho,z)$ of a linear molecule, with $\rho^2=x^2+y^2$, when the small basis has just $s$ and $p$ functions on the axis.**

**Solution.** The projector now commutes with the Pauli matrices, so

$$\boldsymbol\sigma\cdot\mathbf p\,P_S\,\boldsymbol\sigma\cdot\mathbf p=\sum_ip_iP_Sp_i+i\,\boldsymbol\sigma\cdot(\mathbf p\times P_S\mathbf p).$$

For $P_S=1$ the last term is zero because $\mathbf p\times\mathbf p=0$. An incomplete $P_S$ need not commute with $\mathbf p$, and the term can remain. It resembles spin-orbit coupling but has no factor $1/c^2$.

Let $\alpha$ and $\beta$ now denote spin up and spin down. Then

$$\boldsymbol\sigma\cdot\mathbf p\,(\pi_+\alpha)=-i\left[(\partial_z\pi_+)\,\alpha+(\partial_x+i\partial_y)\pi_+\,\beta\right],$$
$$\boldsymbol\sigma\cdot\mathbf p\,(\pi_+\beta)=-i\left[(\partial_x-i\partial_y)\pi_+\,\alpha-(\partial_z\pi_+)\,\beta\right].$$

Since $(\partial_x\pm i\partial_y)f=(x\pm iy)f_\rho/\rho$ with $f_\rho=\partial f/\partial\rho$, and $(\partial_x+i\partial_y)(x+iy)=0$ while $(\partial_x-i\partial_y)(x+iy)=2$,

$$(\partial_x+i\partial_y)\pi_+=(x+iy)^2f_\rho/\rho,\qquad(\partial_x-i\partial_y)\pi_+=2f+\rho f_\rho .$$

The first function has orbital projection 2 on the axis. The $s$ and $p$ functions have projections of magnitude 0 or 1, so this part is orthogonal to the whole small space and is lost entirely. The second has projection 0 and can be represented in part. The $\partial_z$ part is common to both orientations. The state $\pi_+\alpha$, of total projection 3/2, and the state $\pi_+\beta$, of total projection 1/2, thus generally receive different kinetic energies.

## (g) The hydrogen molecular ion

**Take H$_2^+$ with point nuclei fixed 2.0 bohr apart. On each nucleus the large basis has $s$ exponents 0.1, 0.3, 0.9, 2.7, 8.1, 24.3 and $p$ exponents 0.3, 0.9 (bohr$^{-2}$). Interpret the limiting ground energies below, in atomic units ($m=1$).**

| Small basis | $N_S$ | Lowest limiting electronic energy (hartree) |
|---|---|---|
| unrestricted balance | 128 | −1.10205 |
| restricted balance | 48 | −1.10205 |
| restricted, one function removed | 47 | −1.32984 |
| unrestricted, $d$ removed | 80 | −1.49977 |
| same functions as large basis | 48 | −9.41601 |
| $\boldsymbol\sigma\cdot\mathbf p\,\psi_0$ for the ground pair | 2 | −9.48895 |

**Solution.** The large basis has $6+2\times3=12$ orbitals per nucleus, hence $N_L=2\times12\times2=48$ with spin. Its Schrödinger energy is $-1.10205$ hartree, or $-1.10205+0.50000=-0.60205$ hartree with the nuclear repulsion. This is the value for this finite large basis and clamped nuclei, without nuclear motion or radiative corrections; a much larger $s,p,d,f$ basis lowers the electronic energy by about 0.0006 hartree, to $-1.10263$ hartree. Both balanced sets reproduce it.

*Approach to the limit.* With balance, the Dirac energy minus the Schrödinger energy is $-7.038\times10^{-6}$ hartree at the physical $c=137.036$, $-1.760\times10^{-6}$ at $2c$ and $-4.399\times10^{-7}$ at $4c$. Each doubling divides it by four. The formula of part (e) has the coefficient $-0.13217$ for both balanced sets, and $-0.13217/137.036^2=-7.038\times10^{-6}$ hartree. These numbers belong to the small large-component basis used here; near the basis-set limit the coefficient is about $-0.1383$ and the shift about $-7.37\times10^{-6}$ hartree.

*Equal size is not balance.* Using the large functions again as the small basis gives the same $N_S=48$ as restricted balance, but an energy too low by 8.3140 hartree (226.23 eV) relative to the Schrödinger value. The error is $-8.3140$ hartree at $c$, $2c$ and $4c$ alike. Its $1/c^2$ coefficient is 0.20593, a change of about $1.1\times10^{-5}$ hartree at the physical $c$. The kinetic loss in $\psi_0$ is just 0.0348 hartree, which shows how far the actual fall can exceed the least value of part (d).

*One missing direction.* The large basis is orthonormalized with the eigenvectors of the overlap matrix of the normalized Gaussians, and the function removed from the restricted set is $\boldsymbol\sigma\cdot\mathbf p\,\chi$ for the spin-down $\chi$ belonging to the largest overlap eigenvalue. All other $\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu$ still lie in the small space, so by part (d) only one diagonal element of $T-T_S$ survives: the matrix has rank 1, and its nonzero eigenvalue is 0.2389 hartree. This value and the fall below depend on which function is removed. The ground energy falls by $1.3298-1.1020=0.2278$ hartree, below that ceiling as part (d) requires.

*One correct level.* With the two functions $\boldsymbol\sigma\cdot\mathbf p\,\psi_0$, the Schrödinger ground energy remains in the spectrum to rounding accuracy, but it is no longer the lowest. Here $T_S$ has rank 2, so $48-2=46$ independent combinations of large functions have no kinetic energy at all, and the potential alone sets the energy within their space.

*Missing $d$ functions.* The ground energy is too low by 0.3977 hartree (10.82 eV), although $\psi_0$ itself loses 0.0051 hartree. For the lowest Schrödinger $\pi_u$ orbital in this large basis the kinetic energy is 0.6712 hartree in either spin orientation. The basis lacks diffuse $p$ functions, so this value is far from converged: nine $p$ exponents $0.02\times2.2^k$ ($k=0,\dots,8$) give 0.332 hartree, and a large basis with $d$ and $f$ functions gives 0.338 hartree. The expectation values of $T_S$ in this same orbital without $d$ functions are

$$\text{projection }3/2:\ 0.0795\ \text{hartree},\qquad \text{projection }1/2:\ 0.5715\ \text{hartree}.$$

The losses are 0.5917 and 0.0998 hartree. The part with orbital projection 2 carries 0.5860 hartree, all of it lost for projection 3/2. The remaining $0.5917-0.5860=0.0057$ hartree is the loss in the $\partial_z$ part. That part is common to both orientations, so the projection-0 part loses about 0.0940 hartree ($0.09976-0.00573$). With the $d$ functions restored, both orientations again have 0.6712 hartree. Without $d$ functions the lowest limiting pair is not the continuation of $\psi_0$. It is a $\pi_g$ pair of total projection $\pm3/2$, which keeps 0.0347 hartree of a Schrödinger kinetic energy of 3.119 hartree. The $\pi_u$ pair of projection $\pm3/2$ follows at $-1.48812$ hartree, and the lowest gerade pair of projection $\pm1/2$ lies at $-1.15915$ hartree.

The numerical check diagonalizes the full Dirac matrices and tests the root count and the error bound of part (b). It also obtains the kinetic losses for the unrestricted sets and the repeated large basis from a separate least-squares projection on a spatial grid.

## Computed values

```
speed of light: 137.035999 a.u.
internuclear distance: 2.0 bohr
large s exponents: 0.1 0.3 0.9 2.7 8.1 24.3 bohr^-2
large p exponents: 0.3 0.9 bohr^-2
number of large spinors: 48
nuclear repulsion: 0.500000 hartree
Schroedinger electronic energy: -1.102047 hartree
Schroedinger total energy: -0.602047 hartree
Schroedinger kinetic energy: 0.600825 hartree
[same] small spinors: 48; limit electronic energy: -9.416009 hartree
[no d] small spinors: 80; limit electronic energy: -1.499770 hartree
[balanced] small spinors: 128; limit electronic energy: -1.102047 hartree
[restricted] small spinors: 48; limit electronic energy: -1.102047 hartree
[one missing] small spinors: 47; limit electronic energy: -1.329839 hartree
[ground only] small spinors: 2; limit electronic energy: -9.488946 hartree
[same] limit minus Schroedinger: -8.313962 hartree = -226.2344 eV
[same] kinetic loss in Schroedinger ground state, integrals: 0.034767 hartree
[same] same loss from grid: 0.034767 hartree
[no d] limit minus Schroedinger: -0.397724 hartree = -10.8226 eV
[no d] kinetic loss in Schroedinger ground state, integrals: 0.005057 hartree
[no d] same loss from grid: 0.005057 hartree
largest grid-integral difference: 5.4e-10 hartree
[same] c x 1: Dirac minus Schroedinger: -8.3140e+00 hartree
[same] c x 2: Dirac minus Schroedinger: -8.3140e+00 hartree
[same] c x 4: Dirac minus Schroedinger: -8.3140e+00 hartree
[balanced] c x 1: Dirac minus Schroedinger: -7.0383e-06 hartree
[balanced] c x 2: Dirac minus Schroedinger: -1.7595e-06 hartree
[balanced] c x 4: Dirac minus Schroedinger: -4.3984e-07 hartree
[same] coefficient of 1/c^2: 0.20593 a.u.
[balanced] coefficient of 1/c^2: -0.13217 a.u.
[restricted] coefficient of 1/c^2: -0.13217 a.u.
balanced first correction at physical c: -7.0382e-06 hartree
[one missing] rank of kinetic deficit: 1
[one missing] nonzero deficit eigenvalue: 0.23891 hartree
[ground only] distance of nearest limit eigenvalue from Schroedinger ground: 2.2e-16 hartree
pi_u kinetic energy, Schroedinger: 0.671248 hartree
[no d] pi_u limit kinetic energy, projection 3/2: 0.079533 hartree
[no d] pi_u limit kinetic energy, projection 1/2: 0.571486 hartree
[balanced] pi_u limit kinetic energy, projection 3/2: 0.671248 hartree
[balanced] pi_u limit kinetic energy, projection 1/2: 0.671248 hartree
[no d] pi_u loss, projection 3/2: 0.591715 hartree
[no d] pi_u loss, projection 1/2: 0.099762 hartree
m = 2 part of pi_u kinetic energy (grid): 0.585988 hartree
```
